# Field acceleration from linear-ramp breakdown of a low-k dielectric: a numerical check

```python
# Result under test: if constant-field life is A*exp(-gamma*E) and damage
# integral dt/life reaches one at failure, linear ramps E = R*t break down at
# E_b = log(1 + gamma*R*A)/gamma. For exp(-gamma*E_b) << 1 the rise of E_b per
# decade of ramp rate R is log(10)/gamma, so gamma = log(10)/rise.
# Fields: MV/cm; gamma: cm/MV; R: MV/cm/s; A and lives: s.
# beta is the Weibull shape; survival is exp(-damage**beta).
import numpy as np
from scipy.integrate import quad, cumulative_trapezoid, trapezoid
from scipy.optimize import brentq
from scipy.constants import k as boltzmann, e as electron_charge


def breakdown_field(rate, log_life):
    """Find breakdown by integrating damage in time, for any life law."""
    def log_damage(field):
        damage = quad(lambda t: np.exp(-log_life(rate * t)), 0.0,
                      field / rate, epsabs=0.0, epsrel=1e-9, limit=200)[0]
        return np.log(damage)
    return brentq(log_damage, 0.01, 12.0, xtol=1e-11)


def rise_per_decade(rates, fields):
    return np.polyfit(np.log10(rates), fields, 1)[0]


# Chosen exercise data and inference
rates = np.array([0.01, 0.1, 1.0])
fields = np.array([5.5, 6.0, 6.5])
rise = rise_per_decade(rates, fields)
gamma = np.log(10.0) / rise
life_prefactor = np.expm1(gamma * fields[1]) / (gamma * rates[1])


def exponential_log_life(field):
    return np.log(life_prefactor) - gamma * field


recovered = np.array([breakdown_field(r, exponential_log_life) for r in rates])
assert np.allclose(recovered, fields, atol=1e-7)

# Recover other accelerations from simulated ramps
for true_gamma in (3.0, 4.2, 6.0):
    log_prefactor = 6.0 * true_gamma
    simulated = [breakdown_field(r, lambda x: log_prefactor - true_gamma * x)
                 for r in rates]
    inferred = np.log(10.0) / rise_per_decade(rates, simulated)
    assert abs(inferred / true_gamma - 1.0) < 1e-5


# Exact two-ramp inversion, including a case of early breakdown
def exact_gamma(field_1, field_2, rate_ratio):
    return brentq(lambda g: np.log(np.expm1(g * field_2))
                  - np.log(np.expm1(g * field_1)) - np.log(rate_ratio),
                  0.01, 20.0, xtol=1e-13)


gamma_exact = exact_gamma(fields[0], fields[1], 10.0)
assert abs(gamma_exact - gamma) < 1e-8
early_fields = np.array([0.25, 0.75])
gamma_early = exact_gamma(early_fields[0], early_fields[1], 10.0)
early_prefactor = np.expm1(gamma_early * early_fields[0]) / (gamma_early * 0.1)
early_recovered = [breakdown_field(
    r, lambda x: np.log(early_prefactor) - gamma_early * x) for r in (0.1, 1.0)]
assert np.allclose(early_recovered, early_fields, atol=1e-7)
assert abs(gamma_early / gamma - 1.0) > 0.1

# Local slope with the zero-field term retained, by finite differences
step = 0.001
early_slope = (breakdown_field(0.1 * np.exp(step),
                               lambda x: np.log(early_prefactor) - gamma_early*x)
               - breakdown_field(0.1 * np.exp(-step),
                                 lambda x: np.log(early_prefactor)
                                 - gamma_early*x)) / (2 * step)
slope_formula = -np.expm1(-gamma_early * early_fields[0]) / gamma_early
assert abs(early_slope / slope_formula - 1.0) < 1e-4

# Where the damage occurs and the equivalent time at the breakdown field
last_damage = quad(lambda x: np.exp(-exponential_log_life(x)) / rates[1],
                   fields[1] - rise, fields[1])[0]
last_formula = -np.expm1(-gamma * rise) / -np.expm1(-gamma * fields[1])
assert abs(last_damage - last_formula) < 1e-8
equivalent_time = np.exp(exponential_log_life(fields[1]))
assert abs(equivalent_time * gamma * rates[1] - 1.0) < 1e-8
ramp_time = fields[1] / rates[1]

# Mistaken use of the whole ramp time as a constant-field life
naive_gamma = -np.polyfit(fields, np.log(fields / rates), 1)[0]
assert abs(naive_gamma - (gamma - 1.0 / fields[1])) < 0.002

# Weibull scatter from numerically accumulated damage
beta, specimens = 1.5, 20
grid = np.linspace(0.0, 9.0, 90001)
base_damage = cumulative_trapezoid(np.exp(-exponential_log_life(grid)), grid,
                                   initial=0.0)
means, deviations, distributions = [], [], []
for rate in rates:
    survival = np.exp(-(base_damage / rate) ** beta)
    mean = trapezoid(survival, grid)
    second_moment = trapezoid(2.0 * grid * survival, grid)
    means.append(mean)
    deviations.append(np.sqrt(second_moment - mean**2))
    distributions.append(1.0 - survival)
scatter = np.pi / (np.sqrt(6.0) * beta * gamma)
assert np.allclose(deviations, scatter, rtol=1e-3)
assert np.allclose(np.diff(means), rise, atol=1e-4)
rise_error = scatter / np.sqrt(2 * specimens)
middle_error = scatter * np.sqrt(1.5 / specimens)
random = np.random.default_rng(12)
sample_means = np.array([np.interp(random.random((4000, specimens)), cdf,
                                   grid).mean(axis=1) for cdf in distributions])
sample_rises = np.polyfit(np.log10(rates), sample_means, 1)[0]
sample_middle = sample_means[1] - 0.5 * (sample_means[0] + sample_means[2])
# Sampling error of a standard deviation from 4000 campaigns is about 1%
assert abs(np.std(sample_rises) / rise_error - 1.0) < 0.06
assert abs(np.std(sample_middle) / middle_error - 1.0) < 0.06
gamma_error = gamma * rise_error / rise

# Wrong line spacing: actual field is voltage divided by actual space
nominal_space, actual_space = 50.0, 45.0
gamma_actual = gamma * actual_space / nominal_space
nominal_fields = [breakdown_field(
    r, lambda x: 6.0 * gamma - gamma_actual * x * nominal_space / actual_space)
    for r in rates]
apparent_gamma = np.log(10.0) / rise_per_decade(rates, nominal_fields)
assert abs(apparent_gamma - gamma) < 1e-6

# Slowest ramp hotter than fastest ramp
temperature, drift, activation = 398.15, 2.0, 0.5
k_ev = boltzmann / electron_charge
log_life_change = activation / k_ev * (1/(temperature + drift) - 1/temperature)
hot_field = breakdown_field(
    rates[0], lambda x: exponential_log_life(x) + log_life_change)
thermal_shift = hot_field - fields[0]
thermal_formula = -activation * drift / (k_ev * temperature**2 * gamma)
assert abs(thermal_shift / thermal_formula - 1.0) < 0.01
gamma_drift = np.log(100.0) / (fields[2] - hot_field)


# Alternative life laws matched to the two outer ramps
def root_damage(g, field):
    return quad(lambda x: np.exp(g * np.sqrt(x)), 0.0, field,
                epsabs=0.0, epsrel=1e-10)[0]


root_factor = brentq(lambda g: np.log(root_damage(g, fields[2])
                     / root_damage(g, fields[0])) - np.log(100.0), 10.0, 40.0)
root_log_b = np.log(root_damage(root_factor, fields[0]) / rates[0])
power = np.log(100.0) / np.log(fields[2] / fields[0]) - 1.0
power_log_b = ((power + 1) * np.log(fields[0])
               - np.log((power + 1) * rates[0]))


def root_log_life(field):
    return root_log_b - root_factor * np.sqrt(field)


def power_log_life(field):
    return power_log_b - power * np.log(field)


root_fields = np.array([breakdown_field(r, root_log_life) for r in rates])
power_fields = np.array([breakdown_field(r, power_log_life) for r in rates])
for alternative in (root_fields, power_fields):
    assert np.allclose(alternative[[0, 2]], fields[[0, 2]], atol=1e-6)
    assert abs(alternative[1] - fields[1]) < middle_error
root_gamma = -(root_log_life(6.001) - root_log_life(5.999)) / 0.002
power_gamma = -(power_log_life(6.001) - power_log_life(5.999)) / 0.002
assert abs(root_gamma / gamma - 1.0) < 0.05
assert abs(power_gamma / gamma - 1.0) < 0.05
use_field = 0.5
root_decades = (root_log_life(use_field)
                - exponential_log_life(use_field)) / np.log(10.0)
power_decades = (power_log_life(use_field)
                 - exponential_log_life(use_field)) / np.log(10.0)
assert power_decades > root_decades > 1.0

for rate, field, check in zip(rates, fields, recovered):
    print(f"ramp {rate:g} MV/cm/s: given {field:.2f}, "
          f"integrated {check:.4f} MV/cm")
print(f"fitted rise per decade: {rise:.3f} MV/cm")
print(f"ln(10): {np.log(10.0):.4f}")
print(f"inferred gamma: {gamma:.3f} cm/MV")
print(f"life change: {gamma / np.log(10.0):.2f} decades per MV/cm")
print(f"life prefactor A: {life_prefactor:.3e} s")
print(f"neglected exp(-gamma E) at lowest field: "
      f"{np.exp(-gamma * fields[0]):.2e}")
print(f"exact two-ramp gamma: {gamma_exact:.6f} cm/MV")
print(f"early breakdown fields: {early_fields[0]:.2f}, "
      f"{early_fields[1]:.2f} MV/cm")
print(f"exact gamma for early breakdown: {gamma_early:.3f} cm/MV")
print(f"damage in last {rise:.2f} MV/cm: {100 * last_damage:.1f} %")
print(f"middle ramp duration: {ramp_time:.1f} s")
print(f"equivalent time at its breakdown field: {equivalent_time:.2f} s")
print(f"gamma if ramp time is mistaken for life: {naive_gamma:.3f} cm/MV")
print(f"Weibull shape beta: {beta:.1f}; specimens per rate: {specimens}")
print(f"specimen standard deviation: {scatter:.3f} MV/cm")
print(f"standard error of rise per decade: {rise_error:.3f} MV/cm")
print(f"standard error of gamma: {gamma_error:.2f} cm/MV")
print(f"nominal and actual space: {nominal_space:.0f}, {actual_space:.0f} nm")
print(f"gamma corrected for actual space: {gamma_actual:.3f} cm/MV")
print(f"temperature: {temperature:.2f} K; slow-ramp excess: {drift:.1f} K")
print(f"effective activation energy: {activation:.2f} eV")
print(f"thermal shift of slow-ramp field: {thermal_shift:.4f} MV/cm")
print(f"gamma inferred with this drift: {gamma_drift:.3f} cm/MV")
print(f"root-law factor: {root_factor:.3f} (cm/MV)^0.5")
print(f"power-law exponent: {power:.2f}")
print(f"middle field, root law: {root_fields[1]:.4f} MV/cm")
print(f"middle field, power law: {power_fields[1]:.4f} MV/cm")
print(f"standard error of middle-field departure: {middle_error:.3f} MV/cm")
print(f"local gamma at 6 MV/cm, root law: {root_gamma:.3f} cm/MV")
print(f"local gamma at 6 MV/cm, power law: {power_gamma:.3f} cm/MV")
print(f"use field for extrapolation: {use_field:.2f} MV/cm")
print(f"root-law life above exponential-law life: {root_decades:.1f} decades")
print(f"power-law life above exponential-law life: {power_decades:.1f} decades")
print("finished without a failed check")
```

Output:

```
ramp 0.01 MV/cm/s: given 5.50, integrated 5.5000 MV/cm
ramp 0.1 MV/cm/s: given 6.00, integrated 6.0000 MV/cm
ramp 1 MV/cm/s: given 6.50, integrated 6.5000 MV/cm
fitted rise per decade: 0.500 MV/cm
ln(10): 2.3026
inferred gamma: 4.605 cm/MV
life change: 2.00 decades per MV/cm
life prefactor A: 2.171e+12 s
neglected exp(-gamma E) at lowest field: 1.00e-11
exact two-ramp gamma: 4.605170 cm/MV
early breakdown fields: 0.25, 0.75 MV/cm
exact gamma for early breakdown: 3.731 cm/MV
damage in last 0.50 MV/cm: 90.0 %
middle ramp duration: 60.0 s
equivalent time at its breakdown field: 2.17 s
gamma if ramp time is mistaken for life: 4.438 cm/MV
Weibull shape beta: 1.5; specimens per rate: 20
specimen standard deviation: 0.186 MV/cm
standard error of rise per decade: 0.029 MV/cm
standard error of gamma: 0.27 cm/MV
nominal and actual space: 50, 45 nm
gamma corrected for actual space: 4.145 cm/MV
temperature: 398.15 K; slow-ramp excess: 2.0 K
effective activation energy: 0.50 eV
thermal shift of slow-ramp field: -0.0158 MV/cm
gamma inferred with this drift: 4.533 cm/MV
root-law factor: 22.124 (cm/MV)^0.5
power-law exponent: 26.57
middle field, root law: 5.9894 MV/cm
middle field, power law: 5.9791 MV/cm
standard error of middle-field departure: 0.051 MV/cm
local gamma at 6 MV/cm, root law: 4.516 cm/MV
local gamma at 6 MV/cm, power law: 4.428 cm/MV
use field for extrapolation: 0.50 MV/cm
root-law life above exponential-law life: 5.7 decades
power-law life above exponential-law life: 17.6 decades
finished without a failed check
```
